Lateral heat spreading in a silicon film on oxide

**The situation**

In a silicon-on-insulator transistor, carriers accelerated near the drain pass their energy to the lattice, so heat is released in a narrow region of a thin silicon film. The film has thickness t_s = 50 nm and conductivity k_s = 60 W/(m K). It lies on an oxide of thickness t_o = 150 nm and conductivity k_o = 1.4 W/(m K).

Assume a steady state, Fourier's law, constant conductivities and an insulated top surface. The lower face of the oxide is held at the sink temperature, 300 K. The coordinate x runs along the film from the heater at x = 0. Nothing varies along the device width, and the film extends far in both directions. The temperature rise above the sink is θ.

**Part (a)**

*Question.* Show that the film may be given a single temperature across its thickness.

*Answer.* Heat leaving the film downwards crosses the oxide. For unit area, the vertical thermal resistances are

t_s/k_s = 8.33 × 10⁻¹⁰ m² K/W (film)

t_o/k_o = 1.071 × 10⁻⁷ m² K/W (oxide)

Away from the heater, the downward flux is zero at the insulated top of the film and largest at its bottom, because each layer of the film adds heat to it. The temperature drop across the film is therefore at most the bottom flux times t_s/k_s. The drop across the oxide is about the same flux times t_o/k_o. The ratio of the two drops is at most about

k_o t_s/(k_s t_o) = 0.0078.

Away from the heater, the film temperature is uniform across its thickness to better than one per cent, and θ may be treated as a function of x alone. The bound does not apply at the heater itself if the heat is released near the top surface: for a 50 nm long source on that surface, the top and bottom of the film differ by about 8 % at its centre.

**Part (b)**

*Question.* Derive the equation for θ(x) outside the heater. Show that the rise decays exponentially, with a 1/e length of about 0.57 µm.

*Answer.* Consider a slice of film between x and x + dx, per unit device width. The heat flowing along the film in the +x direction is Fourier's flux times the thickness:

J(x) = −k_s t_s dθ/dx.

If heat crosses the oxide vertically, the loss per unit area is k_o θ/t_o. In the steady state, the heat entering the slice minus the heat leaving its far end equals this loss:

J(x) − J(x + dx) = (k_o/t_o) θ dx.

Dividing by dx and letting dx → 0 gives −dJ/dx = (k_o/t_o) θ. Inserting J,

k_s t_s d²θ/dx² = (k_o/t_o) θ.

Division by k_s t_s gives

d²θ/dx² = θ/L², with L² = k_s t_s t_o/k_o.

The conductivities cancel in units, so L² is a length squared. For x > 0 the general solution is

θ = A exp(−x/L) + B exp(x/L).

The rise must stay finite far from the heater, so B = 0. The same argument on the other side, with x replaced by −x, gives

θ(x) = θ(0) exp(−|x|/L).

For the given film,

L² = (60 × 50 nm × 150 nm)/1.4 = 0.3214 µm²,

L = 0.567 µm.

At this distance the rise has fallen to 1/e, or 37 %, of its value at the heater; it has not vanished. L is 11 times the film thickness and 3.8 times the oxide thickness, because the film conducts well sideways while the oxide resists the downward loss.

**Part (c)**

*Question.* The heater releases P′ = 0.30 mW per µm of device width. Treating it as a line, find the peak rise, the rise at L, 2L and 3L, and the fraction of heat lost within a distance L on either side.

*Answer.* By symmetry, half the power flows each way. Just to the right of the heater, dθ/dx = −θ(0)/L, so

P′/2 = k_s t_s θ(0)/L,

θ(0) = P′L/(2k_s t_s).

Since 0.30 mW/µm is 300 W/m,

θ(0) = (300 × 0.5669 × 10⁻⁶)/(2 × 60 × 50 × 10⁻⁹) K = 28.35 K.

Multiplying by e⁻¹, e⁻² and e⁻³ gives rises of 10.4 K, 3.8 K and 1.4 K.

The heat lost between −L and L is twice the loss on one side:

2(k_o/t_o) θ(0) ∫₀ᴸ exp(−x/L) dx = 2(k_o/t_o) θ(0) L (1 − e⁻¹).

Inserting θ(0) gives P′ [k_o L²/(t_o k_s t_s)] (1 − e⁻¹). The square bracket equals 1 by the definition of L². The fraction is therefore 1 − e⁻¹ = 0.632. Extending the integral to infinity replaces 1 − e⁻¹ by 1, so the whole power P′ is recovered.

**Part (d)**

*Question.* The derivation neglected sideways conduction in the oxide and the vertical temperature variation in the film. Find the decay length without these two approximations, and identify what each contributes.

*Answer.* Measure y downwards from the top of the film and z upwards from the bottom of the oxide. For x > 0, try

film: θ = A cos(qy) exp(−qx)

oxide: θ = B sin(qz) exp(−qx).

Each satisfies the steady two-dimensional heat equation, because the second derivative along x gives +q²θ and the vertical one gives −q²θ. The cosine has zero slope at the insulated top, and the sine vanishes at the sink. At the interface, temperature and downward flux must match:

A cos(q t_s) = B sin(q t_o)

k_s q A sin(q t_s) = k_o q B cos(q t_o).

Dividing the second equation by the first and multiplying by tan(q t_o)/q gives

k_s tan(q t_s) tan(q t_o) = k_o.

The smallest positive root governs the temperature far from the heater. The next root lies just beyond q t_o = π, which corresponds to a decay length of about 48 nm, so its contribution dies out close to the heater.

For the smallest root both arguments are small, and tan u ≈ u + u³/3. Keeping the first correction,

q² t_s t_o [1 + q²(t_s² + t_o²)/3] ≈ k_o/k_s.

Multiply by k_s/k_o and use the definition of L²:

q²L² [1 + q²(t_s² + t_o²)/3] ≈ 1.

Dividing by q² gives 1/q² ≈ L² + q²L²(t_s² + t_o²)/3. In the correction term q²L² may be replaced by its leading value, 1:

1/q² ≈ L² + (t_s² + t_o²)/3.

To separate the two effects, suppose the oxide conducted vertically only. The interface condition would then be k_s q tan(q t_s) = k_o/t_o, and the same expansion would give 1/q² ≈ L² + t_s²/3. The film term thus comes from the vertical variation in the film, and the oxide term t_o²/3 from sideways conduction in the oxide.

Numerically, the correction is (0.0025 + 0.0225)/3 µm² = 0.0083 µm², of which nine tenths comes from the oxide. The decay length becomes

1/q = √(0.3214 + 0.0083) µm = 0.574 µm,

which is 1.3 % above L. A finite-volume solution of the whole cross-section, with heat entering evenly over the film thickness at x = 0, also gives 0.574 µm. Halving the mesh spacings shifts this by 0.005 %. The same solution gives a thickness-averaged peak of 28.1 K, against 28.35 K from part (c), and 0.623 of the heat reaching the sink within L.

The relative size of the oxide correction to L² is

t_o²/(3L²) = k_o t_o/(3k_s t_s),

which grows with oxide thickness. For a 300 nm oxide, with everything else fixed, the film model gives 0.802 µm, larger than before by √2. The finite-volume result is 0.821 µm, so the discrepancy has grown to 2.4 %.

**Part (e)**

*Question.* Find how the peak changes (i) if the power is spread uniformly over a heater of length w = 50 nm, and (ii) if the heater is a line but ideal heat sinks hold θ = 0 at x = ±d.

*Answer.* (i) The equation is linear, so the contributions of the heater's elements add. At the centre, the line-source peak is multiplied by the average of exp(−|s|/L) over the heater:

(2/w) ∫₀^(w/2) exp(−s/L) ds = (1 − e⁻ᵃ)/a, with a = w/(2L).

Here a = 0.044 and the factor is 0.978, so the peak falls to 27.7 K. This assumes the heat is spread through the film thickness; if it enters at the top surface, the hottest point of the two-dimensional solution is about 29.0 K. At a point x beyond the heater, each element contributes exp(−(x − s)/L) = exp(−x/L) exp(s/L). The dependence on x factors out, so the decay length is unchanged.

(ii) The solution that vanishes at x = d is

θ(x) = θ(0) sinh[(d − x)/L]/sinh(d/L), for 0 ≤ x ≤ d.

Its slope at x = 0⁺ is −(θ(0)/L) coth(d/L). Setting the heat flow equal to P′/2 gives

θ(0) = [P′L/(2k_s t_s)] tanh(d/L).

For d ≫ L the earlier peak returns. For d = L the factor is tanh 1 = 0.76, and the peak is about 21.6 K. For d ≪ L, tanh(d/L) ≈ d/L and θ(0) ≈ P′d/(2k_s t_s). The oxide has then dropped out: nearly all the heat leaves through the sinks, and the profile is a straight line rather than an exponential.

**Part (f)**

*Question.* Assess how far L and the temperature profile can be trusted for a real device 10 µm wide.

*Answer.* The layer values are roughly typical of a silicon-on-insulator structure. The further inputs below are also rough, and each effect is considered separately with the other parameters held fixed.

An interface resistance R = 1 × 10⁻⁸ m² K/W adds to t_o/k_o. In the film model this multiplies L by √(1 + R k_o/t_o); the finite-volume solution gives an increase of 4.4 %. A 300 nm oxide above the film, insulated at its own top, offers another sideways path and raises the decay length by 7.2 %, to 0.616 µm. With these inputs both effects exceed the 1.3 % correction of part (d). The interface effect is nearly proportional to R and falls below 1.3 % for R under about 3 × 10⁻⁹ m² K/W, a range that a clean silicon–oxide interface can reach.

Silicon conducts less well when hot. If k_s varies as T^(−1.3), a bulk-like law, it falls to 41.5 W/(m K) at 125 °C. With k_o fixed, L becomes 0.47 µm. Boundary scattering, which depends little on temperature, weakens the fall of k_s in a thin film, so this change is probably an overestimate. At the 28 K peak above a 300 K sink, the same law lowers k_s to 53.4 W/(m K), so the profile near the heater is not a pure exponential.

The substrate also warms. A point source Q on the insulated surface of a half-space of conductivity k gives a rise Q/(2πkr), since its heat crosses hemispheres of area 2πr². Integrating along a strip of width W carrying power p per unit width gives, opposite its centre and at distance r,

(p/πk) asinh[W/(2r)].

Summing such strips over the flux (P′/2L) exp(−|x|/L), with k = 148 W/(m K) and W = 10 µm, gives substrate surface rises of 2.2 K at the heater, 1.9 K at L and 1.2 K at 3L. This is a first estimate, because the flux was not readjusted. At 3L the film model itself gives only 1.4 K. The loss through the oxide is proportional to the film's excess over the local substrate surface, so θ in the loss term of part (b) must be replaced by this excess. The exponential then describes the excess closely within about 3L of the heater. Farther out the excess is very small and decays more slowly, because the long tail of the substrate temperature feeds it. The total rise above the distant sink has a longer tail.

Fourier's law is the least secure assumption near the heater. Scaling a rough bulk phonon free path of 250 nm by the ratio of conductivities gives about 100 nm in the film. That is 0.18 of L, but twice the 50 nm heater length. The calculated peak is therefore less reliable than the decay length. The path is also twice the film thickness, so k_s must be read as an effective conductivity along the film. Across the film the effective value is lower, and the vertical variation estimated in part (a) may exceed one per cent, though it stays small beside the drop across the oxide. Metal contacts within a few L act as additional sinks; part (e) gives their effect in the ideal limit.

For the stated layers, L = 0.57 µm is accurate to about one per cent within Fourier's law. For a real device, the interface resistance and the covering oxide sized here each shift it by several per cent near room temperature, and the bulk-like conductivity law lowers it by about 17 % at 125 °C, probably an overestimate for so thin a film. Since L varies as the square root of k_s, an error of 20 % in the film conductivity alone would change L by about 10 %. The temperature profile is less secure than L: substrate warming nearly doubles the total rise at 3L. The remaining values are listed in the numerical output.

Numbers as computed

```
Film: conductivity 60 W/(m K), thickness 50 nm
Oxide: conductivity 1.4 W/(m K), thickness 150 nm
Heater power per width: 0.30 mW/um
Device width: 10 um; sink: 300 K
Film vertical resistance t_s/k_s: 8.333e-10 m2 K/W
Oxide vertical resistance t_o/k_o: 1.071e-07 m2 K/W
Ratio of these resistances: 0.00778
L squared: 0.3214 um2
Decay length L, film model: 0.5669 um
Peak rise, film model: 28.35 K
Peak rise, 2D: 28.10 K
Rise at 1 L: film model 10.43 K, 2D 10.45 K
Rise at 2 L: film model 3.84 K, 2D 3.90 K
Rise at 3 L: film model 1.41 K, 2D 1.45 K
Heat lost within L: film model 0.632, 2D 0.623
Vertical film drop / mean rise at x=L, 2D: 0.00341
Decay length, 2D finite volumes: 0.5743 um
Decay length, two-layer mode equation: 0.5743 um
Decay length, corrected expansion: 0.5742 um
Two-layer mode relative to L: +1.29 %
Mesh shift: decay length 0.0047 %
Mesh shift: peak 0.0211 %
Mesh: dx 20 to 10 nm, dy 10 to 5 nm
Oxide 300 nm: film-model L 0.8018 um
Oxide 300 nm: 2D L 0.8210 um
Neglected effects (rough typical inputs):
Interface resistance 1.0e-08 m2 K/W: L +4.4 %
Top oxide 300 nm: 2D L 0.6155 um
Top oxide change of L: +7.2 %
Substrate conductivity: 148 W/(m K)
Substrate surface rise at 0: 2.23 K
Substrate surface rise at L: 1.89 K
Substrate surface rise at 3 L: 1.24 K
Heater length 50 nm: peak factor 0.9783
Silicon conductivity power-law exponent: -1.3
Film conductivity at the peak: 53.4 W/(m K)
Local L change at the peak: -5.7 %
At 398.15 K: film conductivity 41.5 W/(m K)
At 398.15 K: L 0.472 um
Air coefficient 10 W/(m2 K): air/oxide loss 1.07e-06
Bulk phonon free path input: 250 nm
Film free path scaled by conductivity: 101 nm
Film free path / L: 0.18
```
